# The short-range expansion of the spherically averaged exchange hole, part 2

The problem is how the spherically averaged exchange hole of a single Slater determinant with collinear spin varies at small distance $s$ from the reference electron at $\mathbf r$. Units are Gaussian, electrons have charge $-e$, and $a_0=\hbar^2/(me^2)$. For one spin $\sigma$ (label usually omitted) with occupied orbitals $\psi_i$, which may be complex,

$$\gamma(\mathbf r,\mathbf r')=\sum_i\psi_i(\mathbf r)\,\psi_i^*(\mathbf r'),\qquad \rho(\mathbf r)=\gamma(\mathbf r,\mathbf r),\qquad h(\mathbf r,\mathbf r')=-\frac{|\gamma(\mathbf r,\mathbf r')|^2}{\rho(\mathbf r)},$$

$$t=\sum_i|\nabla\psi_i|^2=\frac{2m\tau}{\hbar^2},\qquad \mathbf J=\mathrm{Im}\sum_i\psi_i^*\nabla\psi_i=\frac{m}{\hbar}\,\mathbf j .$$

Here $\tau$ is the positive kinetic energy density and $\mathbf j$ the paramagnetic particle current density. $\langle f\rangle(\mathbf r,s)$ is the average of $f(\mathbf r+s\mathbf n)$ over unit vectors $\mathbf n$, and $\nabla'$ acts on $\mathbf r'$.

**Theorem.** Assume (i) a single determinant with collinear spin, (ii) $\rho(\mathbf r)>0$, and (iii) orbitals with continuous derivatives up to fourth order in a closed ball about $\mathbf r$. Then, within that ball,

$$\langle h\rangle(\mathbf r,s)=-\big[\rho+Q\,s^2+O(s^4)\big],\qquad Q=\frac16\left(\nabla^2\rho-2D\right),$$

$$D=\frac{2m\tau}{\hbar^2}-\frac{|\nabla\rho|^2}{4\rho}-\frac{m^2|\mathbf j|^2}{\hbar^2\rho}.$$

The current-free formula omits the last term of $D$. By Remark 1 the theorem holds for any trial determinant, since no orbital equation is used.

Earlier results cited below:

- Lemma 1(a), for the pair density: $P_{\sigma\sigma'}=\rho_\sigma(\mathbf r)\rho_{\sigma'}(\mathbf r')-\delta_{\sigma\sigma'}|\gamma_\sigma(\mathbf r,\mathbf r')|^2$.
- Lemma 1(c), for the exchange energy: $E_x=\dfrac{e^2}{2}\sum_\sigma\displaystyle\int d^3r\,\rho_\sigma(\mathbf r)\int_0^\infty 4\pi s\,\langle h_\sigma\rangle(\mathbf r,s)\,ds$.
- Lemma 3, at $\mathbf r'=\mathbf r$: $\nabla'\gamma=\tfrac12\nabla\rho-i\mathbf J$.
- Lemma 4, at $\mathbf r'=\mathbf r$: $\mathrm{Re}\,\nabla'^2\gamma=\tfrac12\nabla^2\rho-t$.
- From the proof, with $f=|\gamma|^2$ at $\mathbf r'=\mathbf r$: $\nabla'^2f=\rho\nabla^2\rho-2\rho t+\tfrac12|\nabla\rho|^2+2|\mathbf J|^2$.
- Proposition 1: $D\ge0$, and $D=0$ everywhere for a single orbital.
- Proposition 2, for the conditional density of same-spin electrons: $\langle\rho(\mathbf r')+h(\mathbf r,\mathbf r')\rangle=\tfrac13D\,s^2+O(s^4)$.

Section 1 stated that the averaged hole of a hydrogenic 1s electron (nuclear charge $Z$) farther than $a_0/Z$ from the nucleus at first deepens with $s$.

**Proposition 3 (gauge invariance).** Let all orbitals be multiplied by one phase, $\psi_i\to\psi_ie^{i\chi(\mathbf r)}$ with real smooth $\chi$. Then $h$, $\rho$ and $D$ are unchanged, while

$$\mathbf j\to\mathbf j+\frac{\hbar}{m}\rho\nabla\chi,\qquad \tau\to\tau+\hbar\,\mathbf j\cdot\nabla\chi+\frac{\hbar^2}{2m}\rho|\nabla\chi|^2 .$$

*Proof.* $\gamma$ acquires the factor $e^{i\chi(\mathbf r)-i\chi(\mathbf r')}$ of modulus one, so $\rho$ and $h$ stay the same. The gradient becomes $e^{i\chi}(\nabla\psi_i+i\psi_i\nabla\chi)$. Multiplying by the conjugate of the new orbital gives $\psi_i^*\nabla\psi_i+i|\psi_i|^2\nabla\chi$, so $\mathbf J\to\mathbf J+\rho\nabla\chi$. The squared modulus of the gradient is $|\nabla\psi_i|^2+|\psi_i|^2|\nabla\chi|^2+2\,\mathrm{Re}\big(-i\psi_i^*\nabla\psi_i\big)\cdot\nabla\chi$, and $\mathrm{Re}(-iz)=\mathrm{Im}\,z$, so $t\to t+2\mathbf J\cdot\nabla\chi+\rho|\nabla\chi|^2$. Also $|\mathbf J+\rho\nabla\chi|^2/\rho=|\mathbf J|^2/\rho+2\mathbf J\cdot\nabla\chi+\rho|\nabla\chi|^2$. The increments of $t$ and of $|\mathbf J|^2/\rho$ are equal and cancel in $D$. The factors $\hbar/m$ and $\hbar^2/2m$ convert to $\mathbf j$ and $\tau$. ∎

**Remark 5 (why the current term cannot be dropped).** The hole does not change under the phase, and $\tau$ does, so a formula for $Q$ without the current term cannot hold in general. With $\chi=\mathbf q_0\cdot\mathbf r$ the phase sets a current-free system into uniform motion with velocity $\hbar\mathbf q_0/m$. Then $t$ grows by $\rho q_0^2$, and the current-free formula would lower $Q$ by $\rho q_0^2/3$, a hole that narrows with the velocity of the observer. Wherever $\mathbf j\neq0$, omitting the term makes $D$ too large and $Q$ too low, whatever the sign of $Q$, by $m^2|\mathbf j|^2/(3\hbar^2\rho)$ in $Q$. The condition $\mathbf j=0$ refers to the total current of one spin. A filled pair $p_{+1},p_{-1}$ carries none although each orbital is complex, and a state with opposite currents in the two spins needs the term in both holes although its net current vanishes.

**Remark 6 (magnetic field).** In a vector potential $\mathbf A$ the kinetic momentum is $-i\hbar(\nabla+i\mathbf a)$ with $\mathbf a=e\mathbf A/(\hbar c)$. The algebra of Proposition 3 with $\nabla\chi$ replaced by $\mathbf a$ shows that $D$ has the same value if $\tau$ is built from the kinetic momentum and $\mathbf j$ is the physical current $\mathbf j+e\rho\mathbf A/(mc)$. Both replacements must be made together. Combining the canonical $\tau$ with the physical current is an error.

## 6. Limiting cases and the range of validity

### 6.1 One 1s electron, and the nuclear cusp

For one orbital $|\gamma|^2=\rho(\mathbf r)\rho(\mathbf r')$, so $h=-\rho(\mathbf r')$. Take $\rho(u)=(\kappa^3/\pi)e^{-2\kappa u}$, with $\kappa=Z/a_0$ and $u$ the distance from the nucleus. A point on the sphere of radius $s$ about $\mathbf r$ has $u^2=r^2+s^2+2rs\mu$, where $\mu$ is the cosine of the angle between $\mathbf r$ and $\mathbf n$. Then $u\,du=rs\,d\mu$, and $u$ runs from $|r-s|$ to $r+s$:

$$-\langle h\rangle=\frac12\int_{-1}^{1}\rho\,d\mu=\frac{1}{2rs}\int_{|r-s|}^{r+s}u\rho(u)\,du=\frac{F(r+s)-F(|r-s|)}{2rs},$$

with $F(u)=-\frac{\kappa}{4\pi}(2\kappa u+1)e^{-2\kappa u}$. Differentiation confirms $F'=-\frac{\kappa}{4\pi}\big[2\kappa-2\kappa(2\kappa u+1)\big]e^{-2\kappa u}=u\rho(u)$.

For $s<r$ the numerator $F(r+s)-F(r-s)$ is odd in $s$ and equals $2F'(r)s+\tfrac13F'''(r)s^3+\dots$. Division by $2rs$ gives $-\langle h\rangle=\rho+\frac{s^2}{6}\,(r\rho)''/r+\dots$, since $F'=r\rho$ and $F'''=(r\rho)''$. For a spherical function $(r\rho)''/r=\nabla^2\rho$, so $Q=\nabla^2\rho/6$, in agreement with the theorem at $D=0$. Explicitly $(r\rho)''=2\rho'+r\rho''=(-4\kappa+4\kappa^2r)\rho$, and

$$\frac{Q}{\rho}=\frac{2\kappa}{3}\Big(\kappa-\frac1r\Big),$$

positive for $r>a_0/Z$, as stated in Section 1.

For $s>r$ the lower limit is $s-r$, and the function of $s$ is a different one. Near $u=0$, $F(u)=F(0)+\tfrac12\rho(0)u^2+\tfrac13\rho'(0)u^3+\dots$, so $F(r-s)-F(s-r)=-\tfrac23\rho'(0)(s-r)^3+\dots$. The cusp $\rho'(0)=-2\kappa\rho(0)\ne0$ makes the third $s$-derivative of $\langle h\rangle$ jump at $s=r$. The power series of the inner branch converges for every $s$, but it represents the hole only until the sphere touches the nucleus. For a reference point at the nucleus, $r\to0$ at fixed $s$, the numerator is $2rF'(s)$ and $-\langle h\rangle=F'(s)/s=\rho(s)=\rho(0)(1-2\kappa s+\dots)$. The hole is linear in $s$, assumption (iii) fails, and $Q$ diverges as $-2\kappa\rho/(3r)$ when $r\to0$.

### 6.2 The uniform gas

Plane waves fill a sphere of radius $k$ in wave-vector space, one state per volume $(2\pi)^3/V$ for one spin. Then $\rho=\frac{4\pi}{3}k^3/(2\pi)^3=k^3/(6\pi^2)$. The angular average of $e^{-i\mathbf q\cdot\mathbf s}$ is $\sin(qs)/(qs)$, so with $x=ks$

$$\gamma=\frac{1}{2\pi^2}\int_0^kq^2\frac{\sin qs}{qs}\,dq=\frac{\sin x-x\cos x}{2\pi^2s^3}=3\rho\,\frac{j_1(x)}{x},\qquad h=-9\rho\Big[\frac{j_1(x)}{x}\Big]^2,$$

where $j_1(x)=\sin x/x^2-\cos x/x$ and the integral was done by parts. The series of sine and cosine give $\sin x-x\cos x=x^3/3-x^5/30+x^7/840-\dots$, so $3j_1/x=1-x^2/10+x^4/280-\dots$. Its square is

$$-\frac{h}{\rho}=1-\frac{x^2}{5}+\Big(\frac1{100}+\frac1{140}\Big)x^4-\dots=1-\frac{x^2}{5}+\frac{3x^4}{175}-\dots$$

On the side of the theorem, $\nabla\rho=0$, $\mathbf j=0$ by the symmetry of the Fermi sphere, and $t=\frac1{2\pi^2}\int_0^kq^4dq=\frac{k^5}{10\pi^2}=\frac35k^2\rho$. Hence $D=\frac35k^2\rho$ and $Q=-D/3=-k^2\rho/5$, which matches the $x^2$ term.

The exchange energy per electron follows from Lemma 1(c). With $s\,ds=x\,dx/k^2$,

$$\varepsilon_x=\frac{e^2}{2}\int_0^\infty4\pi s\,h\,ds=-\frac{18\pi e^2\rho}{k^2}\int_0^\infty\frac{j_1^2}{x}\,dx .$$

With $j_0=\sin x/x$, direct differentiation gives $j_0'=-j_1$ and $j_1'=j_0-2j_1/x$, so $(j_0^2+j_1^2)'=-2j_0j_1+2j_1j_0-4j_1^2/x=-4j_1^2/x$. Since $j_0^2+j_1^2$ falls from $1$ to $0$, the integral is $\tfrac14$, and $\varepsilon_x=-18\pi e^2\cdot\frac{k}{6\pi^2}\cdot\frac14=-\frac{3e^2k}{4\pi}$.

**Remark 7 (the expansion is not a model of the hole).** The parabola cannot be inserted into the integrals of Lemma 1, which would diverge. In the uniform gas it crosses zero at $ks=\sqrt5$. The exact hole is still nonzero there, because $\sin x-x\cos x$ has the derivative $x\sin x>0$ and stays positive up to $x=\pi>\sqrt5$. The theorem supplies two local constraints, depth and curvature. A model such as the Becke–Roussel hole takes a normalized function of $s$ and fixes its parameters so that both are met.

**Remark 8 (where the theorem fails or changes).** At a point with $\rho(\mathbf r)=0$ the definition of the hole gives $0/0$. For a lone orbital this is harmless, since $h=-\rho(\mathbf r')$ does not depend on $\mathbf r$ and has the same limit from every side of the node. Where several occupied orbitals vanish at the same point, the limit of the hole can depend on the direction from which the point is approached. At a point nucleus, and for spheres that reach one, orbitals with a cusp violate assumption (iii); Section 6.1 shows what this does to the hole of one 1s electron. With non-collinear spin, $\gamma$ is a $2\times2$ matrix in spin space and Lemma 1(a) does not split into two scalar holes. For the full exchange-correlation hole of an interacting state the pair density is not determined by $\gamma$, and the Coulomb singularity between opposite-spin electrons produces a term linear in $s$ that a determinant lacks. Finally, the coefficients belong to an average about the position of the reference electron. An average about the midpoint of $\mathbf r$ and $\mathbf r'$ differentiates both arguments of $\gamma$, and Lemmas 3 and 4 do not apply to it as they stand.

## 7. Worked examples

The constants are $\hbar=1.054572\times10^{-27}$ erg s, $m=9.109384\times10^{-28}$ g, $e=4.803205\times10^{-10}$ statC and $a_0=5.291772\times10^{-9}$ cm.

In each example $Q$ was obtained in two independent ways, described here for the two atomic examples; for the uniform gas, whose hole is isotropic and needs no angular average, the variant used is given in Section 7.3. One is the formula of the theorem, with analytic derivatives of the orbitals. The other uses only the definition: $|\gamma|^2/\rho$ was averaged numerically over spheres (Gauss–Legendre points in the cosine of the polar angle, equally spaced azimuths), and the ratio $(-\langle h\rangle-\rho)/s^2=Q+c_2s^2+c_4s^4+\dots$ was evaluated at three successively halved radii and extrapolated to $s=0$ by Richardson's method. The identity for $\nabla'^2|\gamma|^2$ in the proof was also confirmed by symbolic differentiation for two arbitrary complex orbitals.

### 7.1 A determinant with a current

Three electrons of one spin occupy hydrogenic orbitals with the chosen charge $Z=3$, $\kappa=Z/a_0$:

$$\psi_{1s}=\frac{\kappa^{3/2}}{\sqrt\pi}e^{-\kappa r},\quad \psi_{2s}=\frac{\kappa^{3/2}}{4\sqrt{2\pi}}(2-\kappa r)e^{-\kappa r/2},\quad \psi_{2p_{+1}}=-\frac{\kappa^{5/2}}{8\sqrt\pi}(x+iy)e^{-\kappa r/2}.$$

They are orthonormal and not self-consistent, which by Remark 1 does not matter. The reference point is $\mathbf r=(0.9,0.4,0.5)\,a_0$, at $1.1045\,a_0$ from the nucleus. The ingredients are

- $\rho=4.784193\times10^{23}$ cm⁻³,
- $\nabla^2\rho=1.543625\times10^{40}$ cm⁻⁵,
- $\tau=2.660023\times10^{13}$ erg/cm³,
- $|\nabla\rho|=1.281932\times10^{32}$ cm⁻⁴,
- $|\mathbf j|=6.393860\times10^{31}$ cm⁻² s⁻¹.

The three terms of $D$ are

$$\frac{2m\tau}{\hbar^2}=\frac{2(9.109384\times10^{-28})(2.660023\times10^{13})}{(1.054572\times10^{-27})^2}=4.35765\times10^{40}\ \text{cm}^{-5},$$

$$\frac{|\nabla\rho|^2}{4\rho}=\frac{(1.281932\times10^{32})^2}{4(4.784193\times10^{23})}=0.85874\times10^{40}\ \text{cm}^{-5},$$

$$\frac{m^2|\mathbf j|^2}{\hbar^2\rho}=\frac{(9.109384\times10^{-28})^2(6.393860\times10^{31})^2}{(1.054572\times10^{-27})^2(4.784193\times10^{23})}=0.63759\times10^{40}\ \text{cm}^{-5}.$$

In units of $10^{40}$ cm⁻⁵, and with the digits of the numerical evaluation,

$$D=4.357647-0.858739-0.637593=2.861315,\qquad Q=\frac{1.543625-2(2.861315)}{6}=-0.696501 .$$

The formula and the extrapolated quadrature both give $Q=-6.96500892\times10^{39}$ cm⁻⁵, equal in all nine digits. Without the current term the result is lower by one third of that term, $-6.965009\times10^{39}-\tfrac13(6.375926\times10^{39})=-9.09032\times10^{39}$ cm⁻⁵, which is $1.3051$ times the true value. The Laplacian is positive at this point, so a lone electron with this density would have a hole that deepens with $s$. The term $D$ reverses the sign.

The relative curvature is $Q/\rho=-0.407676\,a_0^{-2}$, so at $s=0.3\,a_0$ the parabola gives $1-0.407676\,(0.3)^2=0.963309$.

| $s/a_0$ | $-\langle h\rangle/\rho$, quadrature | $1+Qs^2/\rho$ |
|---|---|---|
| 0.1 | 0.995926 | 0.995923 |
| 0.3 | 0.963553 | 0.963309 |
| 0.6 | 0.857168 | 0.853237 |

All three radii are smaller than the distance to the nucleus. The remainder $-\langle h\rangle-\rho-Qs^2$ at $s=0.02\,a_0$ is $16.001$ times that at $0.01\,a_0$, against $2^4=16$ for a pure $s^4$ term. The integral of the hole over all space, by radial and angular quadrature about the nucleus, is $-1.0000000000$. The $s^2$ coefficient of the averaged conditional density, extracted in the same way, is $9.537717\times10^{39}$ cm⁻⁵, equal to $D/3$ as Proposition 2 requires.

With the phase $\chi=0.7x+0.3yz+0.2x^2$ (lengths in $a_0$) on all three orbitals, $\tau$ rises to $3.496405\times10^{13}$ erg/cm³ and $|\mathbf j|$ to $1.134610\times10^{32}$ cm⁻² s⁻¹, while $D$ remains $2.861315\times10^{40}$ cm⁻⁵. For the $2p_{+1}$ orbital alone, at the same point, the ratio $D\hbar^2/(2m\tau)$ is $7.4\times10^{-17}$, zero to rounding error. Without the current term it would be $0.6460$, the share of the kinetic energy density that belongs to the circulation about the $z$ axis. The current-free formula would thus assign a same-spin neighbour to an electron that has none.

### 7.2 The nitrogen atom

An unrestricted Hartree–Fock calculation of the quartet nitrogen atom in the cc-pVTZ basis gave the total energy $-1480.318$ eV. The five majority-spin orbitals are real, so $\mathbf j=0$ identically and the current-free form applies. Gaussian basis functions have no cusp, so assumption (iii) holds everywhere for these orbitals. At $\mathbf r=(0.6,0.5,0.4)\,a_0$,

- $\rho=1.886441\times10^{24}$ cm⁻³,
- $\nabla^2\rho=-1.914620\times10^{41}$ cm⁻⁵,
- $\tau=1.136195\times10^{14}$ erg/cm³, so $2m\tau/\hbar^2=1.861313\times10^{41}$ cm⁻⁵,
- $|\nabla\rho|=6.399435\times10^{32}$ cm⁻⁴, so $|\nabla\rho|^2/(4\rho)=0.542725\times10^{41}$ cm⁻⁵.

In units of $10^{41}$ cm⁻⁵,

$$D=1.861313-0.542725=1.318588,\qquad Q=\frac{-1.914620-2(1.318588)}{6}=-0.758633 .$$

Formula and quadrature both give $-7.58632678\times10^{40}$ cm⁻⁵. These digits belong to the cc-pVTZ determinant and test the theorem for it; they are not converged Hartree–Fock values for the atom. In a large even-tempered basis of $s$ and $p$ functions the energy is $-1480.42$ eV, $\nabla^2\rho=-1.857\times10^{41}$ cm⁻⁵, $2m\tau/\hbar^2=1.886\times10^{41}$ cm⁻⁵ and $Q=-7.49\times10^{40}$ cm⁻⁵, shifts of $0.1$ eV, 3%, 1.3% and 1.3%, while $\rho$ and $D$ move by less than 0.1%. With the $s$ and $p$ functions of cc-pVQZ, $Q=-7.40\times10^{40}$ cm⁻⁵, so the approach to the limit is not monotonic. Here the Laplacian is negative and of the same order as $2D$, so both parts narrow the hole and neither can be neglected.

### 7.3 A uniform gas

To set a scale, choose a spin-unpolarized uniform gas with 36 electrons in a cube of edge $4.240\times10^{-8}$ cm. Both numbers are chosen inputs, and the digits below refer to this model gas, not to any material. For one spin,

$$\rho=\frac{36}{2\,(4.240\times10^{-8})^3}=2.361429\times10^{23}\ \text{cm}^{-3},\qquad k=(6\pi^2\rho)^{1/3}=2.409214\times10^{8}\ \text{cm}^{-1}.$$

Numerical integration over the Fermi sphere gives $\tau=5.020074\times10^{12}$ erg/cm³, so $D=2m\tau/\hbar^2=8.223881\times10^{39}$ cm⁻⁵ and $Q=-D/3=-2.741294\times10^{39}$ cm⁻⁵. The extrapolation from $\gamma^2/\rho$, with $\gamma$ from the same wave-vector quadrature, agrees with the formula at $-2.74129360\times10^{39}$ cm⁻⁵. The relative curvature is $Q/\rho=-(2.409214\times10^8)^2/5=-1.160862\times10^{16}$ cm⁻².

| $s$ (cm) | $ks$ | $-h/\rho$, exact | $1+Qs^2/\rho$ |
|---|---|---|---|
| $1\times10^{-9}$ | 0.2409 | 0.988449 | 0.988391 |
| $3\times10^{-9}$ | 0.7228 | 0.900082 | 0.895522 |
| $6\times10^{-9}$ | 1.4455 | 0.649715 | 0.582090 |

The exact values lie above the parabola, as the positive term $3x^4/175$ predicts, and in the first row that term, $3(0.2409)^4/175$, accounts for the difference of the two columns to the digits shown. The parabola reaches zero at $s=\sqrt5/k=9.2813\times10^{-9}$ cm, where the exact hole has not yet closed. Integrating the full hole numerically over $s$, with the large-$s$ tail added analytically, gives the exchange energy per electron $-1.326933\times10^{-11}$ erg, or $-8.2821$ eV, equal to

$$-\frac{3e^2k}{4\pi}=-\frac{3\,(4.803205\times10^{-10})^2(2.409214\times10^{8})}{4\pi}\ \text{erg}=-1.32693\times10^{-11}\ \text{erg}.$$

## Numbers as computed

```
hbar = 1.054572e-27 erg s, m = 9.109384e-28 g
e = 4.803205e-10 statC, a0 = 5.291772e-09 cm
A: Z = 3, r = (0.9,0.4,0.5) a0, |r| = 1.1045 a0
A: rho = 4.784193e+23 cm^-3
A: lap rho = 1.543625e+40 cm^-5
A: tau = 2.660023e+13 erg/cm^3, 2m tau/hbar^2 = 4.357647e+40 cm^-5
A: |grad rho| = 1.281932e+32 cm^-4, |grad rho|^2/(4rho) = 8.587391e+39 cm^-5
A: |j| = 6.393860e+31 cm^-2 s^-1, m^2j^2/(hbar^2 rho) = 6.375926e+39 cm^-5
A: D = 2.861315e+40 cm^-5
A: Q formula = -6.96500892e+39 cm^-5, Q quadrature = -6.96500892e+39 cm^-5
A: Q without current term = -9.090317e+39 cm^-5 (ratio to Q 1.3051)
A: Q/rho = -0.407676 a0^-2
A: remainder ratio s=0.02/0.01 a0 = 16.001; hole integral = -1.0000000000
A: D/3 = 9.537717e+39 cm^-5, conditional density curvature = 9.537717e+39 cm^-5
A: s = 0.1 a0: -<h>/rho exact 0.995926, quadratic 0.995923
A: s = 0.3 a0: -<h>/rho exact 0.963553, quadratic 0.963309
A: s = 0.6 a0: -<h>/rho exact 0.857168, quadratic 0.853237
A gauge: chi = 0.7x + 0.3yz + 0.2x^2 (lengths in a0)
A gauge: tau = 3.496405e+13 erg/cm^3, |j| = 1.134610e+32 cm^-2 s^-1
A gauge: D = 2.861315e+40 cm^-5
A lone 2p+1: D hbar^2/(2m tau) = 7.4e-17, without j term 0.6460
B: N UHF/cc-pVTZ, E = -1480.318 eV, r = (0.6,0.5,0.4) a0
B: rho = 1.886441e+24 cm^-3
B: lap rho = -1.914620e+41 cm^-5
B: tau = 1.136195e+14 erg/cm^3, 2m tau/hbar^2 = 1.861313e+41 cm^-5
B: |grad rho| = 6.399435e+32 cm^-4, |grad rho|^2/(4rho) = 5.427253e+40 cm^-5
B: |j| = 0.000000e+00 cm^-2 s^-1, m^2j^2/(hbar^2 rho) = 0.000000e+00 cm^-5
B: D = 1.318588e+41 cm^-5
B: Q formula = -7.58632678e+40 cm^-5, Q quadrature = -7.58632678e+40 cm^-5
C: cell edge = 4.240e-08 cm, valence electrons per cell = 36
C: rho (one spin) = 2.361429e+23 cm^-3, kF = 2.409214e+08 cm^-1
C: tau = 5.020074e+12 erg/cm^3, D = 8.223881e+39 cm^-5
C: Q formula = -2.74129360e+39 cm^-5, Q quadrature = -2.74129360e+39 cm^-5
C: Q/rho = -1.160862e+16 cm^-2; parabola hits zero at s = 9.2813e-09 cm
C: s = 1e-09 cm, kF s = 0.2409: exact 0.988449, quadratic 0.988391
C: s = 3e-09 cm, kF s = 0.7228: exact 0.900082, quadratic 0.895522
C: s = 6e-09 cm, kF s = 1.4455: exact 0.649715, quadratic 0.582090
C: exchange energy per electron = -1.326933e-11 erg = -8.2821 eV
```
